Carrier Densities That Minimize Semiconductor Conductivity at Equilibrium

**Problem**

A uniform semiconductor is held at a fixed temperature T. Its doping can be chosen freely, from donor-rich to acceptor-rich, and in each case the carriers are in thermal equilibrium. The electron mobility μ_n and the hole mobility μ_p are taken to be the same for every doping. Both carrier densities are small enough for Boltzmann statistics to hold.

(a) Find the electron density n and the hole density p for which the conductivity is smallest, and find that smallest conductivity. Show that it is a global minimum.

(b) Show that the minimum lies on the p-type side when electrons are more mobile than holes. Find the net acceptor density and the Fermi level that belong to it.

(c) Explain why adding a few acceptors to intrinsic material lowers its conductivity although it adds holes. Find the doping at which the conductivity has climbed back to the intrinsic value.

(d) Evaluate the results for germanium at 300 K with these rough typical parameters: effective densities of states N_c = 1.0×10¹⁹ cm⁻³ and N_v = 5.0×10¹⁸ cm⁻³, gap E_g = 0.66 eV, μ_n = 3900 cm²/Vs and μ_p = 1900 cm²/Vs.

(e) Estimate how far the neglected effects disturb the answer to (d).

**Solution**

**The constraint between the two densities**

Let e > 0 be the elementary charge. In a weak electric field electrons and holes drift in opposite directions, but their charges are also opposite, so their currents add:

σ = e(n μ_n + p μ_p).

The densities here are the equilibrium ones, since σ describes the linear response to a vanishingly small field.

If n and p could be chosen independently, σ could be made as small as desired by removing both. Equilibrium forbids this. Let E_c and E_v be the band edges and E_F the Fermi level. For non-degenerate carriers

n = N_c exp[−(E_c − E_F)/kT],

p = N_v exp[−(E_F − E_v)/kT].

Doping moves E_F. In the product the two exponents add, and E_F cancels:

np = N_c N_v exp[−(E_c − E_v)/kT] = N_c N_v exp(−E_g/kT).

The right-hand side depends on temperature and on the bands, but not on doping. In intrinsic material n = p = n_i, so this constant is n_i²:

np = n_i², with n_i = √(N_c N_v) exp(−E_g/2kT).

Doping that raises one density therefore lowers the other, and a single free variable remains.

**(a) The minimum**

Take p as the variable and insert n = n_i²/p:

σ(p) = e(μ_n n_i²/p + μ_p p), p > 0.

The first term grows without limit as p → 0, the second as p → ∞. The derivative is

dσ/dp = e(−μ_n n_i²/p² + μ_p).

Setting it to zero gives p² = n_i² μ_n/μ_p. Since p is positive, the root is

p* = n_i √(μ_n/μ_p),

and the constraint then gives

n* = n_i²/p* = n_i √(μ_p/μ_n).

The star marks the values at the minimum. The second derivative, 2e μ_n n_i²/p³, is positive for every p > 0, so the stationary point is a minimum.

Completing a square shows directly that it is global, and also shows what distinguishes it. Start from

(√(μ_n n) − √(μ_p p))² = μ_n n + μ_p p − 2√(μ_n μ_p np).

With np = n_i² the last term is the constant 2n_i √(μ_n μ_p). Multiplying by e and rearranging,

σ = 2e n_i √(μ_n μ_p) + e(√(μ_n n) − √(μ_p p))².

The square cannot be negative. Hence

σ_min = 2e n_i √(μ_n μ_p),

and this value is reached when the square vanishes, that is, when

μ_n n = μ_p p.

At the minimum electrons and holes carry equal parts of the current. The more mobile carrier must then be the rarer one.

**(b) The side on which it lies**

Write b = μ_n/μ_p for the mobility ratio. Dividing p* by n* gives

p*/n* = √b / (1/√b) = b.

If electrons are more mobile, b > 1 and therefore p* > n_i > n*. Holes are the majority, so the material is p-type. A low-field Hall measurement need not show the hole sign here. With Hall factors r_n and r_p its sign follows r_p p μ_p² − r_n n μ_n², which at the minimum equals μ_n n*(r_p μ_p − r_n μ_n). This is negative when r_p/r_n < b, for example for equal Hall factors and b > 1. In germanium the light holes raise r_p and the anisotropic valleys lower r_n, so r_p/r_n is comparable to b or larger and the electron sign is not assured. If b < 1 the inequalities reverse and the minimum lies on the n-type side. If b = 1 it is the intrinsic point.

The doping follows from charge neutrality. Let N be the density of ionized acceptors minus that of ionized donors. An ionized acceptor carries charge −e and an ionized donor +e, so a neutral crystal satisfies

p − n = N.

At the minimum

N* = n_i(√b − 1/√b) = n_i(b − 1)/√b,

which is positive for b > 1. If all dopants are ionized, N is also the net chemical doping.

For the Fermi level, let E_i be the value of E_F at which n = p = n_i. Dividing the expression for n at a general E_F by the same expression at E_i gives

n = n_i exp[(E_F − E_i)/kT].

At the minimum n/n_i = 1/√b. Taking the logarithm,

E_F − E_i = −(kT/2) ln b.

The negative sign means a shift toward the valence band, as p-type material requires. The shift is small: a mobility ratio of 2 moves the Fermi level by about a third of kT.

**(c) Why a few acceptors lower the conductivity**

Start from intrinsic material and add a small net acceptor density dN. Neutrality requires

dp − dn = dN.

The constraint np = n_i² requires n dp + p dn = 0. At n = p this becomes dn = −dp. Substituting into the neutrality condition gives 2dp = dN, so

dp/dN = 1/2 and dn/dN = −1/2.

Half of the added negative charge is balanced by new holes, the other half by the loss of electrons. The conductivity changes at the rate

dσ/dN = e(μ_p/2 − μ_n/2) = −e(μ_n − μ_p)/2.

The total number of carriers is unchanged to first order. What changes is their composition: mobile electrons are exchanged for slower holes. For b > 1 the conductivity must fall.

The exchange becomes less favourable as doping proceeds. From n dp + p dn = 0, each added hole removes n/p electrons, and this ratio shrinks as p grows. The conductivity lost per added hole is e μ_n n/p, and the conductivity gained is e μ_p. They balance when μ_n n = μ_p p, which is the condition found in (a). Beyond that point the added holes win.

To follow the whole curve, measure p from its optimum on a logarithmic scale: p = p* exp(u). The constraint gives n = n* exp(−u). Both μ_n n* and μ_p p* equal n_i √(μ_n μ_p), so

σ = e n_i √(μ_n μ_p) [exp(−u) + exp(u)] = σ_min cosh u.

The curve is symmetric in u = ln(p/p*). Intrinsic material has p = n_i = p*/√b, so there u = −½ ln b, and the intrinsic conductivity σ_i satisfies

σ_i/σ_min = cosh(½ ln b) = (√b + 1/√b)/2 = (1 + b)/(2√b).

By symmetry the same conductivity occurs at u = +½ ln b. There

p = p*√b = b n_i and n = n_i/b,

and the net acceptor density is

N_r = n_i(b − 1/b).

Since p rises steadily with N, every doping between N = 0 and N = N_r corresponds to a value of u between −½ ln b and +½ ln b. For b > 1, all these p-type samples conduct less well than intrinsic material at the same temperature.

Two limits show how strongly the mobility ratio matters. Let b = 1 + δ with small δ. Then ½ ln b ≈ δ/2, and cosh x ≈ 1 + x²/2 gives

σ_min/σ_i ≈ 1 − δ²/8.

The required doping N* ≈ n_i δ is of first order in δ, while the gain is of second order. For b ≫ 1, in contrast,

σ_min/σ_i = 2√b/(1 + b) ≈ 2/√b and N* ≈ n_i √b.

A large mobility ratio makes the minimum deep, but the ratio falls only as 1/√b, and for any finite b the minimum does not suppress conduction altogether. Some carriers must remain because np is fixed.

**(d) Germanium at 300 K**

With kT = 0.02585 eV, the intrinsic density is

n_i = √(1.0×10¹⁹ × 5.0×10¹⁸) × exp[−0.66/(2 × 0.02585)] cm⁻³

= 7.07×10¹⁸ × 2.86×10⁻⁶ cm⁻³ = 2.02×10¹³ cm⁻³.

The mobility ratio is b = 3900/1900 = 2.053, and √b = 1.433. Therefore

n* = 2.022×10¹³/1.433 = 1.41×10¹³ cm⁻³,

p* = 2.022×10¹³ × 1.433 = 2.90×10¹³ cm⁻³,

N* = p* − n* = 1.49×10¹³ cm⁻³.

The Fermi level lies 9.3 meV below E_i. The conductivity there is

σ_min = 2 × 1.602×10⁻¹⁹ × 2.022×10¹³ × √(3900 × 1900) = 1.76×10⁻² S/cm,

which is a resistivity of 56.7 Ω cm. For intrinsic material

σ_i = 1.602×10⁻¹⁹ × 2.022×10¹³ × (3900 + 1900) = 1.88×10⁻² S/cm,

or 53.2 Ω cm. The minimum is 6.1 % below the intrinsic conductivity.

The exchange described in (c) can be read from these densities. Going from intrinsic material to the minimum removes 0.61×10¹³ electrons per cm³ and adds 0.87×10¹³ holes. The total carrier density has risen, yet the conductivity has fallen, because the lost electrons are about twice as mobile as the added holes.

The intrinsic conductivity returns at

N_r = 2.022×10¹³ × (2.053 − 1/2.053) = 3.17×10¹³ cm⁻³.

The minimum is flat. At half the optimum doping the conductivity is 1.6 % above σ_min, so a doping error of that size gives up about a quarter of the 6.1 % reduction. The same flatness makes the position of the minimum hard to locate from conductivity data.

**(e) What the model leaves out**

The effects below should be compared with the quantity of interest, the 6 % difference between the intrinsic conductivity and the minimum.

*Temperature.* The minimum is defined at fixed T, and n_i depends strongly on T. In this estimate N_c and N_v vary as T^(3/2), and the gap changes by a rough −0.37 meV/K. Differentiating ln n_i = ½ ln(N_c N_v) − E_g/2kT gives

d ln n_i/dT = 3/(2T) + (E_g − T dE_g/dT)/(2kT²).

At 300 K the first term is 0.005 K⁻¹. The second is (0.66 + 0.111)/(2 × 0.02585 × 300) K⁻¹ = 0.050 K⁻¹. Warming by 1 K raises n_i by 5.6 %. If the mobilities fall roughly as T^(−1.7) for electrons and T^(−2.3) for holes, their geometric mean falls as T^(−2), and σ_min rises by 4.9 %. If the sample doped to the minimum is little more than 1 K warmer than the intrinsic one, the effect of doping is therefore hidden.

The optimum doping is also tied to the temperature of use. At 350 K the same estimate gives n_i = 2.1×10¹⁴ cm⁻³ and an optimum of 1.8×10¹⁴ cm⁻³ net acceptors, about twelve times the value for 300 K. A sample doped for the 300 K minimum is nearly intrinsic at 350 K, and its conductivity is then 7.0 % above the minimum for that temperature.

*Surface charge.* A real sample has faces, and charge on them attracts or repels carriers. Take a wafer 500 μm thick, at the optimum doping, with a rough 10¹¹ elementary charges per cm² on one face. Solving the Poisson equation with Boltzmann carriers and a relative permittivity of 16 gives a conductance change of +6.6 % for positive charge and +3.3 % for negative charge, relative to the conductance of the uniform wafer along its plane.

The size can be understood by counting carriers. Let Q = 10¹¹ cm⁻² be a positive surface density. It adds ΔN electrons per unit area and removes ΔP holes, with ΔN + ΔP = Q. The conductance per square changes by

ΔG = e(μ_n ΔN − μ_p ΔP) = e[μ_n Q − (μ_n + μ_p)ΔP].

If all the balancing charge were added electrons, ΔG would be eμ_n Q = 6.2×10⁻⁵ S. This is 7.1 % of the wafer's conductance σ_min × 0.05 cm = 8.8×10⁻⁴ S. The removed holes reduce the figure to 6.6 %. For negative charge the roles are exchanged, and the smaller hole mobility gives the smaller change.

The affected layers are thin: the Debye length is 0.73 μm, far less than the wafer thickness. The two faces therefore act independently, and their contributions add. Because the bulk effect grows with thickness and the surface effect does not, a thinner wafer is disturbed more. These values keep the bulk mobility near the surface. Extra scattering there would lower the contribution of the accumulated carriers. An intrinsic wafer with the same surface charge gains nearly the same conductance, so if both samples carry 10¹¹ charges per cm² of the same sign on one face, the depth of the minimum only shrinks from 6.1 % to about 5.9 %. What hides the minimum is a difference in surface charge between the samples.

*Impurity scattering.* Fixed mobility requires that the dopants hardly scatter the carriers. For N* singly charged ions, a screened Coulomb potential in the Born approximation and a rough effective mass of 0.12 electron masses, the electron mobility limited by the ions alone is 6.9×10⁷ cm²/Vs. If the inverse mobilities simply added, the electron mobility would fall by a fraction of about

3900/(6.9×10⁷) = 6×10⁻⁵.

This is an underestimate. Scattering rates add at each energy, before the thermal average, and the ions act mainly on the slow carriers. Averaging the combined relaxation time gives a fall of 1.6×10⁻⁴ if the lattice relaxation time is independent of energy. If it varies as E^(−1/2), as for acoustic phonons, the fall is about 9×10⁻⁴; this gives only the order of magnitude, since the slowest carriers weigh heavily and the Born approximation is poor for them. For holes, with a rough mass of 0.3 electron masses, the same two averages give 1.4×10⁻⁴ and 8×10⁻⁴. All these values are far below 6 %.

This estimate assumes that no compensating donors are present, since they would add further ions. It does not include scattering between electrons and holes.

*Degeneracy.* The Fermi occupation of a state at energy xkT above the band edge is, to second order in the small Boltzmann factor, exp(η − x) − exp[2(η − x)], where ηkT is the Fermi level measured from the edge. Weighted with the density of states √x, the second term is smaller than the first by exp(η)/2^(3/2), because replacing exp(−x) by exp(−2x) divides the integral by 2^(3/2). With exp(η) ≈ n/N_c for electrons, and p/N_v for holes, the product np falls below n_i² by the fraction

(n*/N_c + p*/N_v)/2^(3/2) = (1.4×10⁻⁶ + 5.8×10⁻⁶)/2.83 = 2.5×10⁻⁶.

Boltzmann statistics are safe here. In a heavily degenerate material the argument has to start from the Fermi level instead. The general stationary condition is μ_n dn/dE_F = −μ_p dp/dE_F. It reduces to μ_n n = μ_p p because dn/dE_F = n/kT and dp/dE_F = −p/kT for Boltzmann carriers. When these relations fail, the equal sharing of the current is no longer guaranteed.

*Incomplete ionization.* For an acceptor level 10 meV above the valence band, with the usual degeneracy factor 4, the ratio of neutral to ionized acceptors is

4(p*/N_v) exp(0.010/0.02585) = 4 × 5.8×10⁻⁶ × 1.47 = 3.4×10⁻⁵.

Nearly every acceptor is ionized, so the net doping equals N* to that accuracy.

*Field strength.* At 10 V/cm the electron drift velocity is 3900 × 10 = 3.9×10⁴ cm/s, or 0.65 % of a rough saturation velocity of 6×10⁶ cm/s. The mobility can be treated as independent of field in this regime. Heating sets a tighter limit: at 10 V/cm the dissipated power σ_min E² is 1.8 W/cm³, which with a rough heat capacity of 1.7 J/(cm³ K) warms an uncooled sample by about 1 K per second. Such a field requires a good heat sink or short pulses. The contacts can set a still tighter limit, because the field can drive the densities away from equilibrium. A p⁺ contact at the negative terminal cannot supply electrons, and the electron deficit spreads into the sample with the ambipolar mobility eN*μ_nμ_p/σ_min = 1000 cm²/Vs. With a rough lifetime of 100 μs the drift length is 1 cm at 10 V/cm. In a bar 1 cm long the conductivity of the middle half then falls by about 27 % at a current density of σ_min × 1 V/cm and by about 72 % at σ_min × 10 V/cm, toward the limit eμ_pN* = 0.26 σ_min for complete exclusion. The equilibrium formulas need contacts that supply both carriers, or much weaker fields. As the drift velocity approaches saturation, the ratio of velocity to field falls, and the formulas with fixed mobilities no longer apply.

**The result beside real materials**

The germanium parameters are rough, and n_i inherits a large uncertainty from the gap because the gap stands in an exponent. The ratio σ_min/σ_i = 0.94 is more robust: it depends on b alone. The depth of the minimum is less so: mobilities of 3600 and 2100 cm²/Vs give 3.5 %, and 4200 and 1800 cm²/Vs give 8.3 %. The resistivity near 50 Ω cm is of the right order for intrinsic germanium at room temperature. A net doping near 10¹³ cm⁻³ is low, but germanium can be refined well below it, so the minimum is accessible in a bulk crystal. Of the effects estimated here, an uncontrolled temperature, including heating by the measuring current, carrier exclusion at the contacts and an uncontrolled surface charge are the ones that can move a measured conductivity by as much as the minimum itself.

Silicon is different in practice. With rough values n_i = 1.0×10¹⁰ cm⁻³, μ_n = 1400 cm²/Vs and μ_p = 450 cm²/Vs at 300 K, the minimum would be deeper, at 0.86 of the intrinsic conductivity. It would require a net acceptor density of 1.2×10¹⁰ cm⁻³. Ordinary p-type wafers have roughly 10¹⁵ cm⁻³, about five orders of magnitude more. They lie far up the branch where additional acceptors raise the conductivity, and the minimum is out of reach of ordinary doping.

Deep levels can also hold the Fermi level near the middle of the gap. The densities n* and p* found in (a) remain the optimum in that case, provided the carriers are non-degenerate and the mobilities stay fixed. The neutrality condition in (b), however, must then include the charge on the deep levels, and N* is the required net negative fixed charge density divided by e, no longer simply the difference between shallow acceptors and donors.

The numerical output below lists the main values used in (d) and (e).

Numbers as computed

```
GERMANIUM, rough inputs
T = 300 K, kT = 0.02585 eV
Nc = 1.00e+19 cm^-3, Nv = 5.00e+18 cm^-3
gap Eg = 0.66 eV
mu_n = 3900, mu_p = 1900 cm^2/Vs
RESULTS
intrinsic density ni = 2.022e+13 cm^-3
b = 2.0526, sqrt(b) = 1.4327
n at minimum = 1.411e+13 cm^-3
p at minimum = 2.897e+13 cm^-3
net acceptors at minimum = 1.485e+13 cm^-3
E_F - E_i at minimum = -9.30 meV
minimum conductivity = 1.7635e-02 S/cm
intrinsic conductivity = 1.8787e-02 S/cm
resistivity at minimum = 56.71 ohm cm
intrinsic resistivity = 53.23 ohm cm
sigma_min/sigma_intrinsic = 0.9387
depth below intrinsic = 6.13 %
net acceptors, intrinsic value regained = 3.165e+13 cm^-3
excess over minimum at half doping = 1.57 %
TEMPERATURE
gap slope = -0.37 meV/K
mobility exponents: n -1.7, p -2.3
ni rise, 300 to 301 K = 5.60 %
sigma_min rise, 300 to 301 K = 4.90 %
ni at 350 K = 2.144e+14 cm^-3
net acceptors for minimum at 350 K = 1.789e+14 cm^-3
300 K doping used at 350 K: 6.97 % above minimum
SURFACE CHARGE, one face
surface density = 1.0e+11 cm^-2
wafer thickness = 500 um
relative permittivity = 16
Debye length = 0.728 um
conductance change, positive = +6.61 %
conductance change, negative = +3.26 %
OTHER NEGLECTED EFFECTS
effective mass for scattering = 0.12 m_e
impurity-limited mobility = 6.91e+07 cm^2/Vs
Brooks-Herring value = 6.99e+07 cm^2/Vs
mu_n / impurity-limited mobility = 5.6e-05
degeneracy, fractional loss of np = 2.5e-06
acceptor depth = 10 meV
neutral acceptor fraction = 3.4e-05
field = 10 V/cm, v_sat = 6.0e+06 cm/s
electron drift / v_sat = 0.65 %
SILICON at 300 K, rough inputs
ni = 1.0e+10 cm^-3
mu_n = 1400, mu_p = 450 cm^2/Vs
net acceptors at minimum = 1.20e+10 cm^-3
sigma_min/sigma_intrinsic = 0.8581
```
